# Quantum-Size Oscillations of In-Plane Stress in a Free-Electron Film: test program

```python
"""
In-plane stress of free electrons in a hard-wall film at zero temperature.

Result under test, for films compared at equal mean density n:
  sigma/P0 = -[1 + 5/(16 q) + (5/2) B2({q + 1/4})/q^2 + O(q^-3)]
with q = kF L/pi, P0 = (2/5) n EF, B2(t) = t^2 - t + 1/6, {y} = fractional part.
Cusps lie at q_M = (M^3 - 3 M^2/4 - M/4)^(1/3); their spacing in L tends to
half the Fermi wavelength, pi/kF.
Symbols: L thickness, mu chemical potential, M index of the subband that opens,
x = L sqrt(2 m mu)/(pi hbar), sigma stress (positive in tension).
Internal units: nm and eV; stresses are printed in GPa.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m, eV nm^2
GPA = const.e * 1e27 / 1e9                               # eV/nm^3 in GPa
DOS = 1 / (2 * np.pi * H2M)          # states per eV and nm^2 in one subband

density = 100.0                      # nm^-3, round model value
thickness = 2.0                      # nm
kF = (3 * np.pi**2 * density) ** (1 / 3)
EF = H2M * kF**2
P0 = 0.4 * density * EF
half_wave = np.pi / kF


def box_levels(L, count):
    return H2M * (np.pi * np.arange(1, count + 1) / L) ** 2


def fill(levels, areal_density):
    """Chemical potential: the lowest value over all numbers of filled subbands."""
    number = np.arange(1, len(levels) + 1)
    return np.min((areal_density / DOS + np.cumsum(levels)) / number)


def film(L):
    """Chemical potential and stress at the fixed mean density."""
    levels = box_levels(L, int(L / half_wave) + 4)
    mu = fill(levels, density * L)
    depth = np.clip(mu - levels, 0, None)
    return mu, -DOS / 2 * np.sum(depth**2) / L


def reduced_stress(q):
    return film(q * half_wave)[1] / P0


def B2(t):
    return t * t - t + 1 / 6


def asymptotic(q):
    return -(1 + 5 / (16 * q) + 2.5 * B2((q + 0.25) % 1) / q**2)


def cusp(M):
    return (M**3 - 0.75 * M**2 - 0.25 * M) ** (1 / 3)


# Area derivative of the energy, with levels from a diagonalized Hamiltonian
points = 3000
step = thickness / (points + 1)
grid_levels = eigh_tridiagonal(
    np.full(points, 2 * H2M / step**2), np.full(points - 1, -H2M / step**2),
    eigvals_only=True, select='i', select_range=(0, 14))


def total_energy(area, electrons):
    mu = fill(grid_levels, electrons / area)
    occupied = grid_levels[grid_levels < mu]
    # kinetic energy in the plane plus subband energy, integrated over energy
    return area * sum(quad(lambda energy: DOS * energy, bottom, mu)[0]
                      for bottom in occupied)


electrons = density * thickness      # for unit area
da = 1e-4
stress_derivative = (total_energy(1 + da, electrons)
                     - total_energy(1 - da, electrons)) / (2 * da * thickness)
mu_film, stress_film = film(thickness)
assert abs(stress_derivative / stress_film - 1) < 2e-4   # grid error of levels

# Uniaxial strain: energy changes through kx only
uniaxial = 0.0
for level in box_levels(thickness, 15):
    if level < mu_film:
        kr = np.sqrt((mu_film - level) / H2M)
        moment = quad(lambda kx: kx**2 * 2 * np.sqrt(max(kr**2 - kx**2, 0)),
                      -kr, kr)[0]
        uniaxial -= 2 * H2M * 2 * moment / (2 * np.pi) ** 2 / thickness
assert abs(uniaxial / stress_film - 1) < 1e-6

# Fourier integrals used in Poisson summation
for z in (2.3, 7.1, 19.4):
    first = quad(lambda u: (1 - u*u) * np.cos(z*u), 0, 1)[0]
    second = quad(lambda u: (1 - u*u)**2 * np.cos(z*u), 0, 1)[0]
    assert abs(first - 2 * (np.sin(z) - z*np.cos(z)) / z**3) < 1e-10
    assert abs(second - 8 * ((3 - z*z)*np.sin(z) - 3*z*np.cos(z)) / z**5) < 1e-10

# Finite Bernoulli identities against direct sums
t = sp.symbols('t')
bern = {k: sp.lambdify(t, sp.bernoulli(k, t)) for k in (2, 3, 4, 5)}
for x in (1.37, 4.82, 9.05, 23.61):
    f = x % 1
    gaps = x * x - np.arange(1, int(x) + 1) ** 2
    sum1 = 2*x**3/3 - x**2/2 - x*bern[2](f) + bern[3](f)/3
    sum2 = (8*x**5/15 - x**4/2 - 4*x**2*bern[3](f)/3
            + x*bern[4](f) - bern[5](f)/5)
    assert abs(np.sum(gaps) / sum1 - 1) < 1e-10
    assert abs(np.sum(gaps**2) / sum2 - 1) < 1e-10

# Inversion x(q) at fixed density: the remainder must fall as q^-2
remainders = []
for q in (20.3, 40.3, 80.3):
    x = q * np.sqrt(film(q * half_wave)[0] / EF)
    remainders.append(abs(x - q - 0.25 - (1/16 + B2(x % 1)/2) / q) * q**2)
assert max(remainders) < 0.5

# Asymptotic law: error of the scaled oscillation must halve when q doubles
starts = (10, 20, 40, 80)
errors = []
for start in starts:
    qs = np.linspace(start, start + 1, 801)
    errors.append(max(abs(reduced_stress(q) - asymptotic(q)) * q**2 for q in qs))
ratios = [errors[i] / errors[i + 1] for i in range(3)]
assert all(1.7 < r < 2.3 for r in ratios[1:])

# Cusps found by scanning the stress itself
scan = np.arange(6.0, 21.0, 0.001)
values = np.array([reduced_stress(q) for q in scan])
is_min = (values[1:-1] < values[:-2]) & (values[1:-1] < values[2:])
minima = scan[1:-1][is_min]
expected = np.array([cusp(M) for M in range(7, 22)])
assert len(minima) == len(expected)
assert np.max(abs(minima - expected)) < 1.5e-3           # scan step


# Subband openings from the chemical potential, and their spacing
def opening(M):
    def excess(q):
        return q * np.sqrt(film(q * half_wave)[0] / EF) - M
    return brentq(excess, M - 0.6, M, xtol=1e-13)


spacing_coefficient = (opening(41) - opening(40) - 1) * 40 * 41
assert abs(spacing_coefficient / (7 / 48) - 1) < 0.05    # next order is 1/M

# Jump of slope at an opening
for M in (3, 10, 30):
    q0, dq = opening(M), 1e-5
    jump = (reduced_stress(q0 + dq) - 2 * reduced_stress(q0)
            + reduced_stress(q0 - dq)) / dq
    assert abs(jump * M * (M - 1) / 5 - 1) < 1e-3


# Fixed chemical potential: weaker oscillation with the same period
def reservoir_oscillation(x):
    gaps = x * x - np.arange(1, int(x) + 1) ** 2
    return -15 / 8 * np.sum(gaps**2) / x**5 + 1 - 15 / (16 * x)


xs = np.linspace(40, 41, 1001)
scaled = np.array([reservoir_oscillation(x) * x**3 for x in xs])
reservoir_range = 2.5 * np.sqrt(3) / 18
assert abs(np.ptp(scaled) / reservoir_range - 1) < 0.03  # next order is 1/x
assert np.max(abs(scaled - 2.5 * bern[3](xs % 1))) < 0.01


# Oscillation near the example thickness, smooth part removed
def oscillation(q):
    return (reduced_stress(q) + 1 + 5 / (16 * q)) * P0 * GPA


q_film = thickness / half_wave
x_film = q_film * np.sqrt(mu_film / EF)
M_low = int(x_film)
window = np.linspace(opening(M_low), opening(M_low + 1), 2001)
osc = np.array([oscillation(q) for q in window])
top = int(np.argmax(osc))
xs = np.linspace(M_low, M_low + 1, 2001)
res = np.array([reservoir_oscillation(x) for x in xs]) * P0 * GPA

print(f"density n = {density:.1f} nm^-3")
print(f"Fermi wave number kF = {kF:.4f} nm^-1")
print(f"Fermi energy EF = {EF:.4f} eV")
print(f"half Fermi wavelength = {half_wave:.5f} nm")
print(f"bulk electron pressure P0 = {P0 * GPA:.3f} GPa")
print(f"film thickness L = {thickness:.3f} nm")
print(f"q = {q_film:.4f} (dimensionless)")
print(f"x = {x_film:.4f} (dimensionless)")
print(f"occupied subbands = {M_low} (count)")
print(f"chemical potential = {mu_film:.4f} eV")
print(f"stress, subband sum = {stress_film * GPA:.4f} GPa")
print(f"stress, area derivative = {stress_derivative * GPA:.4f} GPa")
print(f"stress, uniaxial quadrature = {uniaxial * GPA:.4f} GPa")
print(f"stress, asymptotic law = {asymptotic(q_film) * P0 * GPA:.4f} GPa")
print(f"smooth part of stress = {-(1 + 5/(16*q_film)) * P0 * GPA:.4f} GPa")
print(f"oscillating part of stress = {oscillation(q_film):.4f} GPa")
print("M; cusp thickness (nm); spacing to next (nm); spacing/(half wavelength)")
for M in (2, 3, 5, 9, 10, 20, 40):
    gap = opening(M + 1) - opening(M)
    print(f"{M:3d}; {opening(M)*half_wave:.5f}; {gap*half_wave:.5f}; {gap:.6f}")
print(f"spacing coefficient at M=40 = {spacing_coefficient:.4f}"
      f" (limit {7/48:.4f})")
print(f"oscillation at cusp M={M_low}: {osc[0]:.4f} GPa")
print(f"oscillation at cusp M={M_low + 1}: {osc[-1]:.4f} GPa")
print(f"most tensile oscillation between: {osc[top]:.4f} GPa"
      f" at L = {window[top]*half_wave:.4f} nm")
print(f"range between these cusps = {np.ptp(osc):.4f} GPa")
print(f"range from 5 P0/(8 q^2) at L = {0.625*P0*GPA/q_film**2:.4f} GPa")
print(f"fixed-mu (mu=EF) range, x from {M_low} to {M_low+1}"
      f" = {np.ptp(res):.5f} GPa")
print("q window start; largest error of law times q^2 (dimensionless)")
for start, error in zip(starts, errors):
    print(f"{start:3d}; {error:.5f}")
print("success")
```

Printed output:

```
density n = 100.0 nm^-3
Fermi wave number kF = 14.3595 nm^-1
Fermi energy EF = 7.8560 eV
half Fermi wavelength = 0.21878 nm
bulk electron pressure P0 = 50.347 GPa
film thickness L = 2.000 nm
q = 9.1416 (dimensionless)
x = 9.3944 (dimensionless)
occupied subbands = 9 (count)
chemical potential = 8.2966 eV
stress, subband sum = -51.9433 GPa
stress, area derivative = -51.9432 GPa
stress, uniaxial quadrature = -51.9433 GPa
stress, asymptotic law = -51.9603 GPa
smooth part of stress = -52.0681 GPa
oscillating part of stress = 0.1248 GPa
M; cusp thickness (nm); spacing to next (nm); spacing/(half wavelength)
  2; 0.36120; 0.22767; 1.040643
  3; 0.58887; 0.22246; 1.016823
  5; 1.03214; 0.22007; 1.005877
  9; 1.91059; 0.21917; 1.001798
 10; 2.12976; 0.21910; 1.001456
 20; 4.31929; 0.21886; 1.000364
 40; 8.69574; 0.21880; 1.000091
spacing coefficient at M=40 = 0.1493 (limit 0.1458)
oscillation at cusp M=9: -0.2860 GPa
oscillation at cusp M=10: -0.2293 GPa
most tensile oscillation between: 0.1346 GPa at L = 2.0171 nm
range between these cusps = 0.4206 GPa
range from 5 P0/(8 q^2) at L = 0.3765 GPa
fixed-mu (mu=EF) range, x from 9 to 10 = 0.01429 GPa
q window start; largest error of law times q^2 (dimensionless)
 10; 0.04744
 20; 0.02454
 40; 0.01248
 80; 0.00628
success
```
